# Ion-flux loss and nonuniformity at an absorbing trench floor, part 2

Ions enter a long trench of width \(w\) and depth \(d\) and fly straight to the floor unless they touch a vertical wall, which absorbs them. We want the floor flux and how its nonuniformity changes with depth. Depth \(z\) is measured down from the mouth, \(x\) across the trench from its centre, and \(y\) along it. All fluxes are relative to the uniform incident flux.

Every ion has normal energy \(E\); the transverse velocity is Maxwellian with temperature \(T\), and \(k\) is Boltzmann's constant. The projected slope \(t=v_x/v_z\), the ratio of the velocities across and down the trench, has the Gaussian density \(p(t)\), with mean zero and standard deviation \(\sigma=\sqrt{kT/(2E)}\). The full polar slope, which includes motion along \(y\), has mean \(\sigma\sqrt{\pi/2}\).

Let \(A=d/w\), \(\xi=x/w\) and \(s=\sigma A\), so the corners are at \(\xi=\pm1/2\). The unit normal density is \(\varphi\), its cumulative function is \(\Phi\), and \(Q=1-\Phi\). An ion reaches \(x\) if

\[
\frac{x-w/2}{d}<t<\frac{x+w/2}{d}.
\]

The floor flux is therefore

\[
F(\xi)=\Phi\!\left(\frac{\xi+1/2}{s}\right)-\Phi\!\left(\frac{\xi-1/2}{s}\right),
\]

with centre and corner values

\[
F(0)=\operatorname{erf}\!\left(\frac{1}{2\sqrt2\,s}\right),\qquad
F(\tfrac12)=\frac12\operatorname{erf}\!\left(\frac{1}{\sqrt2\,s}\right).
\]

At distance \(\delta\) from a single wall, the flux is \(\Phi(\delta/(\sigma d))\) and the shadow is \(Q(\delta/(\sigma d))\). The floor average is

\[
\bar F=\operatorname{erf}\!\left(\frac1{\sqrt2\,s}\right)
-s\sqrt{\frac2\pi}\left[1-e^{-1/(2s^2)}\right],
\]

which for small \(s\) becomes the linear law

\[
\bar F\simeq1-s\sqrt{\frac2\pi}.
\]

The example has \(kT=0.05\) eV, \(E=100\) eV, \(w=50\) nm and \(d=1000\) nm. Then \(A=20\), \(\sigma=0.0158\), \(s=0.316\) and \(\sigma d=15.8\) nm, with \(F(0)=0.886\), \(F(\tfrac12)=0.499\) and \(\bar F=0.748\). Tracing one million sampled ions to their first contact with wall or floor gave the same average.

### The deep-trench limit

When \(s\gg1\), the mouth seen from the floor spans a range of slopes much smaller than \(\sigma\). The Gaussian is nearly flat over that range, so I expand

\[
\varphi(u)\simeq\varphi(0)\left(1-\frac{u^2}{2}\right).
\]

Integrating between \((\xi-\tfrac12)/s\) and \((\xi+\tfrac12)/s\) gives

\[
F(\xi)\simeq\varphi(0)\left[\frac1s-
\frac{(1/2+\xi)^3+(1/2-\xi)^3}{6s^3}\right].
\]

The odd powers of \(\xi\) cancel in the sum of cubes:

\[
\left(\tfrac12+\xi\right)^3+\left(\tfrac12-\xi\right)^3
=\tfrac14+3\xi^2 .
\]

With \(\varphi(0)=1/\sqrt{2\pi}\), the result is

\[
F(\xi)\simeq\frac1{\sqrt{2\pi}\,s}
\left[1-\frac1{24s^2}-\frac{\xi^2}{2s^2}\right].
\]

At the corner \(\xi^2=1/4\), and the correction is \(1/24+1/8=1/6\) in units of \(1/s^2\). Averaging over the floor gives \(\langle\xi^2\rangle=1/12\), and the correction is \(1/24+1/24=1/12\). Thus

\[
F(0),\ \bar F,\ F(\tfrac12)\simeq
\frac1{\sqrt{2\pi}\,s}\left[1-\frac{1}{ns^2}\right],
\qquad n=24,\ 12,\ 6,
\]

respectively. All three fluxes fall as \(1/A\), while their relative differences fall as \(1/A^2\). Every floor point sees a slope window of the same width, \(w/d\). Moving off centre shifts the window, but on the flat top of the Gaussian a shift changes little. A deep trench with absorbing walls is therefore starved of ions, yet fairly uniform.

### Corner-to-centre contrast

Define the contrast as

\[
C=1-\frac{F(1/2)}{F(0)} .
\]

For small \(s\), the corner flux tends to one half and the centre flux to one, so \(C\to1/2\). In the deep limit the common prefactor cancels, and to leading order

\[
C\simeq\frac1{6s^2}-\frac1{24s^2}=\frac1{8s^2}.
\]

These limits leave open whether \(C\) might rise in between. To settle this, let \(a=1/(\sqrt2s)\), so that the flux ratio is

\[
R(a)=\frac{F(1/2)}{F(0)}
=\frac{\operatorname{erf}(a)}{2\operatorname{erf}(a/2)} .
\]

Take the logarithmic derivative and define \(h(a)=a\operatorname{erf}'(a)/\operatorname{erf}(a)\). Then

\[
\frac{d\ln R}{d\ln a}=h(a)-h(a/2).
\]

The sign follows if \(h\) is monotonic. Substituting \(v=au\) in the integral for the error function gives

\[
\operatorname{erf}(a)=\frac{2a}{\sqrt\pi}
\int_0^1e^{-a^2u^2}\,du,\qquad
\operatorname{erf}'(a)=\frac2{\sqrt\pi}\,e^{-a^2}.
\]

The prefactors cancel in \(h\), and moving \(e^{-a^2}\) into the denominator gives

\[
h(a)=\left[\int_0^1e^{a^2(1-u^2)}\,du\right]^{-1}.
\]

The exponent increases with \(a\) for every \(u<1\), so \(h\) decreases. Hence \(h(a)<h(a/2)\), and \(R\) decreases with \(a\). Since \(a\) falls as \(s\) rises, the contrast falls steadily with depth, from one half towards zero.

In the example \(C=1-0.499/0.886=0.437\). The trench has moved only part of the way from the shallow limit.

### Why the rms nonuniformity first rises

The contrast compares two points and ignores how much floor each represents. A measure that includes area is the standard deviation of \(F\) over the floor, divided by \(\bar F\). For a shallow trench the corner shadows are deep but narrow, so this measure must start at zero.

Let the local loss be \(L=1-F\). Across the floor, \(L\) is the sum of the shadows of the two walls. For small \(s\) I neglect the product of the two shadows and extend each one to infinity. With distance measured in units of \(\sigma d\), the mean square loss is

\[
\langle L^2\rangle\simeq2s\int_0^\infty Q(u)^2\,du .
\]

Integrate by parts with \(Q'=-\varphi\). The boundary term \(uQ^2\) vanishes at both ends:

\[
\int_0^\infty Q^2\,du=2\int_0^\infty u\,\varphi\,Q\,du .
\]

Now use \(u\varphi=-\varphi'\) and integrate by parts once more:

\[
\int_0^\infty u\varphi Q\,du
=\Big[-\varphi Q\Big]_0^\infty-\int_0^\infty\varphi^2\,du
=\frac{\varphi(0)}2-\frac1{4\sqrt\pi}.
\]

The last integral is \(\int_0^\infty e^{-u^2}du/(2\pi)=1/(4\sqrt\pi)\). Multiplying by two and then by \(2s\),

\[
\langle L^2\rangle\simeq
s\left(2\varphi(0)-\frac1{\sqrt\pi}\right)=\alpha s,
\qquad \alpha=\frac{\sqrt2-1}{\sqrt\pi}.
\]

The average loss in the same approximation is \(cs\), with \(c=\sqrt{2/\pi}\). The variance of \(F\) equals that of \(L\), so

\[
\operatorname{var}F\simeq\alpha s-c^2s^2 .
\]

The squared relative nonuniformity is

\[
\eta^2\simeq\frac{\alpha s-c^2s^2}{(1-cs)^2}.
\]

At small \(s\), \(\eta\simeq\sqrt{\alpha s}\), which grows as the square root of depth. Setting the derivative to zero and removing a common factor \((1-cs)\) gives

\[
(\alpha-2c^2s)(1-cs)+2c(\alpha s-c^2s^2)=0 .
\]

Expanding,

\[
\alpha-2c^2s-\alpha cs+2c^3s^2+2\alpha cs-2c^3s^2=0 .
\]

The quadratic terms cancel, leaving

\[
s_{\rm peak}\simeq\frac{\alpha}{2c^2-\alpha c}=0.215 .
\]

Numerical maximization of the full expression gives 0.220. The estimate is about 2 % lower because it neglects the overlap of the shadows. Extending each shadow beyond the opposite wall has almost no effect here. A numerical scan from \(s=0.03\) to \(s=3\) found one turning point.

At large \(s\) the decline follows from the deep-trench profile. Its variable part is \(\xi^2/(2s^2)\), and

\[
\operatorname{var}(\xi^2)=\langle\xi^4\rangle-\langle\xi^2\rangle^2
=\frac1{80}-\frac1{144}=\frac1{180}.
\]

Hence, to leading order,

\[
\eta\simeq\frac1{2s^2\sqrt{180}}=\frac1{12\sqrt5\,s^2}.
\]

The nonuniformity therefore rises until the shadow length \(\sigma d\) is about 0.22 of the trench width, and falls as the shadows widen further.

### One beam at several depths

Keeping \(\sigma=0.0158\) and changing the aspect ratio gives the following values.

| \(A\) | \(F(0)\) | \(\bar F\) | \(F(1/2)\) | \(\eta\) (%) |
|---:|---:|---:|---:|---:|
| 5 | 1.000 | 0.937 | 0.500 | 12.9 |
| 10 | 0.998 | 0.874 | 0.500 | 16.6 |
| 20 | 0.886 | 0.748 | 0.499 | 15.9 |
| 40 | 0.571 | 0.526 | 0.443 | 7.4 |
| 80 | 0.307 | 0.300 | 0.285 | 2.2 |

The rms nonuniformity peaks at \(A=0.220/0.0158=13.9\), where it is 17.5 %. The trench with \(A=20\) is already past the peak, although its average flux is still falling. At \(A=80\), where \(s=1.265\), the deep-limit estimate is \(\eta\simeq1/(12\sqrt5\times1.60)=2.3\,\%\), close to the full value.

The depth at which loss becomes important depends on the quantity chosen. For the centre to receive 90 %, \(2\Phi(q)-1=0.9\) with \(q=1/(2s)\). This requires \(\Phi(q)=0.95\), so \(q=1.645\) and \(s=0.304\). For the average, the linear law gives \(s=0.1\sqrt{\pi/2}=0.125\). The corresponding aspect ratios are 19.2 and 7.9.

Since \(s=A\sqrt{kT/(2E)}\), the same relative profile is kept at twice the aspect ratio if the ion energy is four times larger, or the transverse temperature four times smaller.

### If the angle is Gaussian instead of the slope

An angular distribution may be specified as Gaussian in the projected angle \(\theta=\arctan t\), again for flux through a horizontal area. At the centre, the visible range is then \(|\theta|<\arctan[w/(2d)]\). Since \(w/(2d)=\sigma/(2s)=q\sigma\), the limit in units of \(\sigma\) is

\[
\frac{\arctan(q\sigma)}\sigma\simeq q-\frac{q^3\sigma^2}3 .
\]

For a narrow beam the normalization lost beyond \(\pm90^\circ\) is negligible. Moving both limits inward by this small amount changes the centre flux by

\[
\Delta F(0)\simeq-\frac23\,q^3\varphi(q)\,\sigma^2 .
\]

In the example this is \(-7.5\times10^{-5}\), far below any practical concern. The distinction between slope and angle can be ignored here. The distinction between projected and polar angle cannot, since the mean polar slope differs from \(\sigma\) by a factor that does not shrink for narrow beams.

### Where the model fails

Perfect absorption is open to serious doubt, because ions that meet a wall at grazing incidence may be reflected. In the example, an ion with slope 0.02 has an energy of only \(Et^2=0.04\) eV in its motion towards the wall. The effect of reflection can be bounded in a simple model. Let each wall contact reflect an ion specularly with constant probability \(\rho\), and absorb it otherwise. Trace an ion backward from the floor and unfold the path at each reflection. The path becomes a straight line, and mirror images of the mouth tile the whole mouth plane. If \(P_n\) is the probability of slopes that lead to an image reached by \(n\) reflections, then

\[
F_\rho=\sum_{n=0}^{\infty}\rho^nP_n,\qquad
P_0=F,\qquad \sum_{n=0}^{\infty}P_n=1 .
\]

The evenness of \(p(t)\) is used here, since a reflection reverses the slope. It follows that \(F\le F_\rho\le1\). The absorbing result is the lower limit, and lossless mirrors restore the incident flux at every floor point. The upper limit holds only for vertical walls. If each wall leans inward with slope \(\beta\), lossless reflection funnels the beam onto a floor of width \(w-2\beta d\), and when all ions arrive the average flux is \(w/(w-2\beta d)>1\). A taper of \(0.5^\circ\) in the example gives \(50/32.5\approx1.54\).

A spread in ion energy makes \(\sigma\) vary from ion to ion. The profile must then be averaged over the energy distribution of the flux. Inserting the mean energy is not equivalent, because \(F\) is not linear in \(E\). Collisions in the sheath likewise add a broad tail to the slope distribution, and the small centre loss of a narrow beam depends on the Gaussian tail. At \(A=10\), if 10 % of the flux has \(kT=1\) eV, that part has \(s=0.707\) and centre flux \(\operatorname{erf}(0.5)=0.520\), so the centre receives \(0.9\times0.998+0.1\times0.520=0.95\) rather than 0.998.

Charged walls bend the paths, and gas collisions inside the trench redirect ions, so the straight-line visibility condition fails in both cases. Very little charging is needed. If a potential difference \(U\) between the walls gives a uniform transverse field \(U/w\), an ion of charge \(e\) is displaced at the floor by \(eUd^2/(4Ew)\). In the example 0.3 V gives 15 nm, about as much as the spread \(\sigma d\), so the computed profile requires a potential difference well below this. Walls that bulge into the trench can narrow the limits on \(t\). Walls that bow outward between a mouth and floor of unchanged width leave the limits as they are, while an even inward taper of slope \(\beta\) leaves the limits unchanged but shortens the floor, which changes its average and its corner value. The corner then lies \(\beta d\) inside the edge of the mouth and receives about \(\Phi(\beta/\sigma)\) instead of one half. In the example a taper of \(0.5^\circ\) raises the corner flux to about 0.71, so the value one half applies only to walls that are vertical to well within \(\sigma\). Near the ends of a finite trench, motion along \(y\) also matters.

Finally, \(F\) is an ion flux, not an etch rate. The two profiles coincide in shape if the local rate is proportional to the ion flux. Where neutral supply, redeposition or ion energy controls the rate, the flux derived here is one input to a larger surface model. The numerical output below gives the main values used in both halves.

## Values computed for the example and the checks

```
transverse ion temperature kT = 0.05 eV
normal ion energy E = 100 eV
trench width w = 50 nm
trench depth d = 1000 nm
aspect ratio A = 20.0 (no unit)
slope width sigma = 0.01581 rad = 0.906 deg
mean polar slope, formula = 0.01982 (no unit)
mean polar slope, traced = 0.01981 (no unit)
s = sigma*A = 0.3162 (no unit)
corner-layer length sigma*d = 15.81 nm
Floor flux / incident flux (no unit):
  x =  0.0 nm, x/w = 0.0: F = 0.8862
  x =  5.0 nm, x/w = 0.1: F = 0.8682
  x = 10.0 nm, x/w = 0.2: F = 0.8152
  x = 15.0 nm, x/w = 0.3: F = 0.7307
  x = 20.0 nm, x/w = 0.4: F = 0.6219
  x = 25.0 nm, x/w = 0.5: F = 0.4992
floor average, formula = 0.7478 (no unit)
floor average, 1000000 traced ions = 0.7480 (no unit)
small-s average 1-s*sqrt(2/pi) = 0.7477 (no unit)
centre loss = 11.38 %
average loss = 25.22 %
corner loss = 50.08 %
both walls collect, by integration = 25.22 %
contrast 1-F(corner)/F(centre) = 0.4366 (no unit)
relative rms nonuniformity = 15.87 %
centre curvature d2F/dxi2 = -3.614 (no unit)
wall flux / incident flux at top = 0.00631 (no unit)
wall flux / incident flux at z = d: 0.00627 (no unit)
centre change, Gaussian angle = -7.53e-05 (no unit)
Same sigma, other aspect ratios (flux ratios no unit, rms in %):
  A= 5 s=0.0791 centre=1.0000 mean=0.9369 corner=0.5000 contrast=0.5000 rms=12.85
  A=10 s=0.1581 centre=0.9984 mean=0.8738 corner=0.5000 contrast=0.4992 rms=16.60
  A=20 s=0.3162 centre=0.8862 mean=0.7478 corner=0.4992 contrast=0.4366 rms=15.87
  A=40 s=0.6325 centre=0.5708 mean=0.5261 corner=0.4431 contrast=0.2238 rms=7.36
  A=80 s=1.2649 centre=0.3074 mean=0.2999 corner=0.2854 contrast=0.0715 rms=2.19
centre flux 90 %: s = 0.3040, A = 19.23
average flux 90 %: s = 0.1253, A = 7.93
rms peak, numerical: s = 0.2201, A = 13.92
rms peak, separate-layer formula: s = 0.2150
rms nonuniformity at peak = 17.45 %
```
